# Slater's APW matrix element, its surface term and its energy poles: a numerical check

```python
"""Slater's augmented-plane-wave (APW) matrix for a muffin-tin crystal.
Result under test, in atomic units:
 M_ij = (k_i.k_j/2 - E)(Omega delta_ij - I_ij)
        + 2 pi S^2 sum_l (2l+1) P_l(cos_ij) j_l(k_i S) j_l(k_j S) D_l(E),
 I_ij = 4 pi S^2 j_1(q S)/q, q = |k_i-k_j|, D_l = u_l'(S)/u_l(S).
S: sphere radius; Omega: cell volume; u_l: regular radial solution at E.
det M(E) = 0 gives the bands; u_l(S) = 0 gives poles of det M.
The potential is -DEPTH (1-r^2/S^2)^2 inside the sphere and zero outside.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss, Legendre
from scipy.constants import physical_constants as pc
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import spherical_jn, eval_legendre

HA = pc["Hartree energy in eV"][0]
BOHR = pc["Bohr radius"][0] * 1e10          # angstrom
A = 3.0 / BOHR
S = 1.4 / BOHR
DEPTH = 30.0 / HA
OMEGA = A**3
K_FRACTION = np.array([0.1, 0.2, 0.3])
LMAX = 22
ELL = np.arange(LMAX + 1)
TERMS = 45
POWER = 2.0 * np.arange(TERMS)[:, None] + ELL


def potential(r):
    return -DEPTH * (1 - (r / S)**2)**2


def series(energy, depth=DEPTH):
    """Coefficients of u_l = sum_n a_n (r/S)^(l+2n)."""
    a = np.zeros((TERMS, LMAX + 1))
    a[0] = 1.0
    for n in range(1, TERMS):
        source = (-depth - energy) * a[n - 1]
        if n > 1:
            source = source + 2 * depth * a[n - 2]
        if n > 2:
            source = source - depth * a[n - 3]
        a[n] = 2 * S**2 * source / (2 * n * (2 * n + 2 * ELL + 1))
    return a


def radial(energy, r):
    a = series(energy)
    x = np.asarray(r) / S
    u = np.einsum("nl,nlr->lr", a, x**POWER[:, :, None])
    du = np.einsum("nl,nlr->lr", a * POWER, x**(POWER[:, :, None] - 1)) / S
    return u, du


def edge_value(energy, l, depth=DEPTH):
    return series(energy, depth)[:, l].sum()


def log_derivative(energy, depth=DEPTH):
    a = series(energy, depth)
    return (a * POWER).sum(0) / a.sum(0) / S


def waves(cutoff):
    """Integer vectors and k+G with |k+G| below cutoff * 2 pi/a."""
    g = np.arange(-8, 9)
    n = np.array(np.meshgrid(g, g, g, indexing="ij")).reshape(3, -1).T
    size = np.linalg.norm(n + K_FRACTION, axis=1)
    order = np.argsort(size, kind="stable")
    n = n[order[size[order] <= cutoff]]
    return n, (n + K_FRACTION) * 2 * np.pi / A


class ApwBasis:
    def __init__(self, k):
        self.k = k
        self.norm = np.linalg.norm(k, axis=1)
        dot = k @ k.T
        self.cos = np.clip(dot / np.outer(self.norm, self.norm), -1, 1)
        q = np.linalg.norm(k[:, None] - k[None], axis=2)
        safe = np.where(q > 1e-10, q, 1.0)
        ball = np.where(q > 1e-10,
                        4 * np.pi * S**2 * spherical_jn(1, safe * S) / safe,
                        4 * np.pi * S**3 / 3)
        self.outside = OMEGA * np.eye(len(k)) - ball
        self.kinetic = 0.5 * dot * self.outside
        self.jl = np.array([spherical_jn(l, self.norm * S) for l in ELL])
        self.angular = np.array([2 * np.pi * S**2 * (2 * l + 1)
                                 * eval_legendre(l, self.cos) for l in ELL])
        self.block = (self.angular * self.jl[:, :, None]
                      * self.jl[:, None, :])

    def matrix(self, energy, slopes=None):
        if slopes is None:
            slopes = log_derivative(energy)
        return (self.kinetic - energy * self.outside
                + np.tensordot(slopes, self.block, axes=1))


def log_det(basis, energy):
    return np.linalg.slogdet(basis.matrix(energy))[1]


def pole_order(basis, pole):
    near, far = 1e-6, 1e-5
    rise = log_det(basis, pole + near) - log_det(basis, pole + far)
    return rise / np.log(far / near)


def bisect_count(number, counter, low, high):
    for _ in range(40):
        middle = 0.5 * (low + high)
        if counter(middle) >= number:
            high = middle
        else:
            low = middle
    return 0.5 * (low + high)


# Hard-wall levels, where the radial function vanishes at the sphere.
E_LOW, E_HIGH = -DEPTH, 48.0 / HA
scan = np.linspace(E_LOW, E_HIGH, 301)
edge = np.array([series(e).sum(0) for e in scan])
poles = []
for l in ELL:
    for i in np.where(edge[:-1, l] * edge[1:, l] < 0)[0]:
        root = brentq(edge_value, scan[i], scan[i + 1], args=(l,), xtol=1e-14)
        poles.append((root, int(l)))
poles.sort()
pole_of = {}
for energy, l in poles:
    pole_of.setdefault(l, energy)
assert 0 in pole_of and 1 in pole_of

# Independent hard-wall levels by finite differences for r*u_l.
points = 3000
step = S / (points + 1)
mesh = step * np.arange(1, points + 1)
wall_fd = {}
for l in (0, 1):
    diagonal = 1 / step**2 + potential(mesh) + l * (l + 1) / (2 * mesh**2)
    wall_fd[l] = eigh_tridiagonal(diagonal, np.full(points - 1, -0.5 / step**2),
                                  eigvals_only=True, select="i",
                                  select_range=(0, 0))[0]
    assert abs(wall_fd[l] - pole_of[l]) * HA < 1e-3

# Matrix elements from their definition, by three-dimensional quadrature.
_, k_small = waves(1.6)
_, k_middle = waves(2.2)
_, k_large = waves(3.0)
bases = [ApwBasis(k) for k in (k_small, k_middle, k_large)]
test_basis = ApwBasis(k_small[:3])
E_TEST = 10.0 / HA
node, weight = leggauss(24)
r = 0.5 * S * (node + 1)
wr = 0.5 * S * weight
phi = 2 * np.pi * np.arange(48) / 48
ct = np.repeat(node, 48)
st = np.sqrt(1 - ct**2)
ph = np.tile(phi, 24)
rhat = np.array([st * np.cos(ph), st * np.sin(ph), ct]).T
w_angle = np.repeat(weight, 48) * 2 * np.pi / 48
volume = (wr * r**2)[:, None] * w_angle
u, du = radial(E_TEST, r)
u_edge = series(E_TEST).sum(0)
values, gradients, planes = [], [], []
for k in test_basis.k:
    size = np.linalg.norm(k)
    mu = rhat @ (k / size)
    value = np.zeros(volume.shape, complex)
    outward = np.zeros_like(value)
    tangent = np.zeros_like(value)
    for l in range(17):
        c = (2 * l + 1) * 1j**l * spherical_jn(l, size * S) / u_edge[l]
        p = Legendre.basis(l)
        value += c * np.outer(u[l], p(mu))
        outward += c * np.outer(du[l], p(mu))
        tangent += c * np.outer(u[l] / r, p.deriv()(mu))
    side = k / size - mu[:, None] * rhat
    values.append(value)
    gradients.append(outward[..., None] * rhat + tangent[..., None] * side)
    planes.append(np.exp(1j * r[:, None] * (rhat @ k)))
direct = np.zeros((3, 3), complex)
overlap = np.zeros((3, 3), complex)
for i in range(3):
    for j in range(3):
        q = test_basis.k[j] - test_basis.k[i]
        cell = np.prod([np.sum(0.5 * A * weight * np.exp(0.5j * A * qc * node))
                        for qc in q])
        hole = np.sum(volume * planes[i].conj() * planes[j])
        product = values[i].conj() * values[j]
        slope_product = np.sum(gradients[i].conj() * gradients[j], axis=2)
        inner = np.sum(volume * (0.5 * slope_product
                       + (potential(r) - E_TEST)[:, None] * product))
        factor = 0.5 * test_basis.k[i] @ test_basis.k[j] - E_TEST
        direct[i, j] = inner + factor * (cell - hole)
        overlap[i, j] = np.sum(volume * product) + cell - hole
formula = test_basis.matrix(E_TEST)
assert np.allclose(direct, formula, atol=1e-6 * OMEGA, rtol=0)
h = 1e-4
minus_slope = -(test_basis.matrix(E_TEST + h)
                - test_basis.matrix(E_TEST - h)) / (2 * h)
assert np.allclose(overlap, minus_slope, atol=1e-5 * OMEGA, rtol=0)
assert np.linalg.eigvalsh(overlap)[0] > 0

# Energy derivative of D_l against the radial norm.
d_slope = (log_derivative(E_TEST + h) - log_derivative(E_TEST - h)) / (2 * h)
norms = (u**2) @ (wr * r**2)
assert np.allclose(d_slope[:4], (-2 * norms / (S * u_edge)**2)[:4], rtol=1e-5)

# Equivalent form with k_j^2/2 and the difference of radial slopes.
b = bases[1]
D_test = log_derivative(E_TEST)
djl = np.array([spherical_jn(l, b.norm * S, derivative=True) for l in ELL])
bracket = b.jl * D_test[:, None] - b.norm * djl
other = ((0.5 * b.norm**2 - E_TEST)[None, :] * b.outside
         + np.sum(b.angular * b.jl[:, :, None] * bracket[:, None, :], axis=0))
assert np.allclose(other, b.matrix(E_TEST), atol=1e-7 * OMEGA, rtol=0)

# Free electrons: an exact root, and yet a pole in the same matrix.
free_energy = 0.5 * b.norm[0]**2
free_matrix = b.matrix(free_energy, log_derivative(free_energy, 0.0))
assert np.max(abs(free_matrix[:, 0])) < 1e-7 * OMEGA
free_pole = brentq(edge_value, 10 / HA, 30 / HA, args=(0, 0.0), xtol=1e-13)
assert abs(free_pole - np.pi**2 / (2 * S**2)) < 1e-9

# Residues of D_l and orders of the determinant poles.
residue, order = {}, {}
for l in (0, 1):
    ep, eps = pole_of[l], 1e-5
    jump = log_derivative(ep + eps)[l] - log_derivative(ep - eps)[l]
    residue[l] = 0.5 * eps * jump
    up, _ = radial(ep, r)
    _, dup = radial(ep, np.array([S]))
    expected = S**2 * dup[l, 0]**2 / (2 * np.sum(wr * r**2 * up[l]**2))
    assert abs(residue[l] / expected - 1) < 1e-5
    order[l] = pole_order(bases[1], ep)
    assert abs(order[l] - (2 * l + 1)) < 0.05
two_wave_order = pole_order(ApwBasis(k_small[:2]), pole_of[1])
assert abs(two_wave_order - 2) < 0.05

# Independent bands: plane-wave diagonalization of the same potential.
n_pw, k_pw = waves(5.5)
gram = n_pw @ n_pw.T
square = np.diag(gram)
distance2 = square[:, None] + square[None, :] - 2 * gram
x60, w60 = leggauss(60)
r60 = 0.5 * S * (x60 + 1)
g_size = 2 * np.pi / A * np.sqrt(np.arange(distance2.max() + 1))
v_table = (np.sinc(np.outer(g_size, r60) / np.pi)
           @ (0.5 * S * w60 * r60**2 * potential(r60))) * 4 * np.pi / OMEGA
h_pw = v_table[distance2] + np.diag(0.5 * np.sum(k_pw**2, axis=1))
reference = np.linalg.eigvalsh(h_pw)[:16]


def root_count(basis, energy):
    negative = np.sum(np.linalg.eigvalsh(basis.matrix(energy)) < 0)
    return negative + sum(2 * l + 1 for ep, l in poles if ep < energy)


roots, outer_slope, inner_slope = [], [], []
for basis, wanted in zip(bases, (6, 6, 16)):
    found = np.array([bisect_count(n, lambda e: root_count(basis, e),
                                   E_LOW, E_HIGH)
                      for n in range(1, wanted + 1)])
    assert np.all((found - reference[:wanted]) * HA > -1e-3)
    roots.append(found)
    eigenvalue, vector = np.linalg.eigh(basis.matrix(found[0]))
    c = vector[:, np.argmin(abs(eigenvalue))]
    outer_slope.append(-np.sum(c * basis.norm * spherical_jn(1, basis.norm * S))
                       / np.sum(c * basis.jl[0]))
    inner_slope.append(log_derivative(found[0])[0])
error = (roots[2] - reference) * HA
assert np.max(abs(error[:6])) < 0.005 and np.max(abs(error)) < 0.03
assert np.all((roots[1] - roots[0]) * HA < 1e-5)
assert np.all((roots[2][:6] - roots[1]) * HA < 1e-5)
assert abs(outer_slope[2] - inner_slope[2]) / BOHR < 0.1
assert reference[0] < pole_of[0]

# Freezing D_l at the first band makes the problem linear but wrong.
frozen_D = log_derivative(roots[2][0])
frozen_second = bisect_count(
    2, lambda e: np.sum(np.linalg.eigvalsh(bases[2].matrix(e, frozen_D)) < 0),
    E_LOW, 200 / HA)
assert (frozen_second - roots[2][1]) * HA > 0.5

print(f"lattice constant {A*BOHR:.3f} angstrom; S {S*BOHR:.3f} angstrom")
print(f"well depth {DEPTH*HA:.3f} eV; k/(2pi/a) {K_FRACTION}")
print(f"cell volume {OMEGA*BOHR**3:.3f} angstrom^3; l up to {LMAX}")
print(f"sample element: trial energy {E_TEST*HA:.3f} eV")
print(f"|k_1|, |k_2| = {test_basis.norm[0]/BOHR:.5f}, "
      f"{test_basis.norm[1]/BOHR:.5f} 1/angstrom")
print(f"cos(theta_12) = {test_basis.cos[0,1]:.5f}")
for l in range(3):
    part = D_test[l] * test_basis.block[l, 0, 1] / OMEGA * HA
    print(f"l={l}: D_l {D_test[l]/BOHR:.5f} 1/angstrom; "
          f"surface part/Omega {part:.5f} eV")
outside_part = (test_basis.kinetic - E_TEST * test_basis.outside)[0, 1]
surface_part = np.sum(D_test * test_basis.block[:, 0, 1])
print(f"interstitial part/Omega {outside_part/OMEGA*HA:.5f} eV")
print(f"whole surface part/Omega {surface_part/OMEGA*HA:.5f} eV")
print(f"M_12/Omega: formula {formula[0,1]/OMEGA*HA:.5f} eV, "
      f"quadrature {direct[0,1].real/OMEGA*HA:.5f} eV")
print(f"overlap_12/Omega: -dM/dE {minus_slope[0,1]/OMEGA:.6f}, "
      f"quadrature {overlap[0,1].real/OMEGA:.6f}")
for l in (0, 1):
    print(f"l={l} pole: {pole_of[l]*HA:.4f} eV; "
          f"finite differences {wall_fd[l]*HA:.4f} eV")
    print(f"  residue of D_l {residue[l]*HA/BOHR:.4f} eV/angstrom; "
          f"determinant order {order[l]:.4f}")
    below = log_derivative(pole_of[l] - 0.1 / HA)[l] / BOHR
    above = log_derivative(pole_of[l] + 0.1 / HA)[l] / BOHR
    print(f"  D_l 0.1 eV below, above: {below:.3f}, {above:.3f} 1/angstrom")
print(f"l=1 pole order with two waves: {two_wave_order:.4f}")
print(f"free electron: root {free_energy*HA:.4f} eV, "
      f"l=0 pole {free_pole*HA:.4f} eV")
print(f"plane waves in reference: {len(k_pw)}")
for basis, found, out, inn in zip(bases, roots, outer_slope, inner_slope):
    print(f"{len(basis.k)} APWs: band 1 {found[0]*HA:.5f} eV, "
          f"band 6 {found[5]*HA:.5f} eV")
    print(f"  band 1 l=0 slope/value: outside {out/BOHR:.5f}, "
          f"inside {inn/BOHR:.5f} 1/angstrom")
for n in range(6):
    print(f"band {n+1}: APW {roots[2][n]*HA:.5f} eV, "
          f"plane waves {reference[n]*HA:.5f} eV")
print(f"largest difference over 16 bands: {np.max(abs(error))*1000:.3f} meV")
print(f"reference bands below l=0 pole: {np.sum(reference < pole_of[0])}; "
      f"below l=1 pole: {np.sum(reference < pole_of[1])} of 16")
print(f"band 2 with D_l frozen at band 1: {frozen_second*HA:.4f} eV")
print(f"band 1 in hartree: {roots[2][0]:.6f}")
print("done: every assertion held")
```

Printed output:

```
lattice constant 3.000 angstrom; S 1.400 angstrom
well depth 30.000 eV; k/(2pi/a) [0.1 0.2 0.3]
cell volume 27.000 angstrom^3; l up to 22
sample element: trial energy 10.000 eV
|k_1|, |k_2| = 0.78365, 1.53906 1/angstrom
cos(theta_12) = -0.58191
l=0: D_l 2.32202 1/angstrom; surface part/Omega 2.53472 eV
l=1: D_l -1.07966 1/angstrom; surface part/Omega 0.92313 eV
l=2: D_l 0.63563 1/angstrom; surface part/Omega 0.00141 eV
interstitial part/Omega 1.97501 eV
whole surface part/Omega 3.47132 eV
M_12/Omega: formula 5.44633 eV, quadrature 5.44633 eV
overlap_12/Omega: -dM/dE 0.000749, quadrature 0.000749
l=0 pole: 1.8168 eV; finite differences 1.8168 eV
  residue of D_l 15.5839 eV/angstrom; determinant order 1.0001
  D_l 0.1 eV below, above: -154.889, 156.777 1/angstrom
l=1 pole: 25.9297 eV; finite differences 25.9297 eV
  residue of D_l 40.3514 eV/angstrom; determinant order 3.0003
  D_l 0.1 eV below, above: -402.854, 404.163 1/angstrom
l=1 pole order with two waves: 2.0001
free electron: root 2.3397 eV, l=0 pole 19.1852 eV
plane waves in reference: 702
18 APWs: band 1 -4.04709 eV, band 6 17.76493 eV
  band 1 l=0 slope/value: outside -1.15434, inside -1.38480 1/angstrom
44 APWs: band 1 -4.05820 eV, band 6 17.69444 eV
  band 1 l=0 slope/value: outside -1.32207, inside -1.37919 1/angstrom
113 APWs: band 1 -4.05879 eV, band 6 17.69093 eV
  band 1 l=0 slope/value: outside -1.37219, inside -1.37889 1/angstrom
band 1: APW -4.05879 eV, plane waves -4.05879 eV
band 2: APW 5.03482 eV, plane waves 5.03480 eV
band 3: APW 8.56453 eV, plane waves 8.56450 eV
band 4: APW 11.88349 eV, plane waves 11.88345 eV
band 5: APW 15.92300 eV, plane waves 15.92295 eV
band 6: APW 17.69093 eV, plane waves 17.69087 eV
largest difference over 16 bands: 0.268 meV
reference bands below l=0 pole: 1; below l=1 pole: 10 of 16
band 2 with D_l frozen at band 1: 12.1693 eV
band 1 in hartree: -0.149158
done: every assertion held
```
